# Concentration-dependent dopant diffusion by neutral dopant–vacancy pairs

## Setting and result

A dopant ion of effective charge $+1$ sits on the cation sublattice of an ionic crystal. This sublattice is face-centred cubic, with 12 nearest neighbours at distance $s$. The dopant is compensated by cation vacancies of effective charge $-1$. Per cation site, let $c$ be the fraction of all dopant, $x$ of free dopant, $v$ of free vacancies and $p$ of nearest-neighbour dopant–vacancy pairs, so that $c=x+p$. The algebra uses atomic units, with elementary charge 1, and $\theta=k_BT$.

**Assumptions.**

- (A1) The solution is dilute, $c\ll1$. Free defects are ideal, and clusters larger than pairs are absent.
- (A2) Association is in local equilibrium, and the crystal is locally neutral.
- (A3) Vacancies from thermal disorder are negligible, so neutrality reads $v=x$.
- (A4) Dopant moves only while paired. Dissociation is rare on the time scale of the jumps inside a pair, but frequent on the time scale of the diffusion profile.
- (A5) Diffusion potentials do not act on the dopant flux. The remark after Lemma 3 states what this neglects.

**Theorem.** Let $B>0$ be the binding free energy of a pair. Let $w_1$ be the rate at which the vacancy of a pair jumps to each of the four sites that neighbour both itself and the dopant, and $w_2$ the rate at which vacancy and dopant exchange. Then the dopant flux follows Fick's law with

$$D(c)=D_p\left[1-\frac{1}{\sqrt{1+4Kc}}\right],\qquad K=12\,e^{B/\theta},\qquad D_p=\frac{s^2}{6}\,\frac{w_1w_2}{w_1+w_2}.$$

$D$ increases with $c$. For $Kc\ll1$ it is $2KcD_p$ to leading order. For $Kc\gg1$ it saturates at $D_p$, with a deficit $D_p/(2\sqrt{Kc})$ to leading order.

Saturation within the dilute range needs $1/K\ll c\ll1$, hence $K\gg1$. This is the meaning of strong association here.

## Lemma 1: mass action

**Under (A1), $p=Kxv$.**

*Proof.* Take $N$ sites, $M$ dopants whose neighbour shells do not overlap, and $M_v$ vacancies. Let $P$ dopants have one neighbouring vacancy each. There are $\binom{M}{P}$ ways to choose these dopants. Each has 12 orientations and a Boltzmann factor $e^{B/\theta}$. The other vacancies occupy $N'=N-13M$ sites outside the dopants and their shells. The total weight is

$$W(P)=\binom{M}{P}K^P\binom{N'}{M_v-P}.$$

The most probable $P$ satisfies $W(P+1)/W(P)=1$, that is

$$\frac{M-P}{P+1}\,K\,\frac{M_v-P}{N'-M_v+P+1}=1.$$

For large numbers and small site fractions the denominators become $P$ and $N$. Then $PN=K(M-P)(M_v-P)$, and division by $N^2$ gives $p=Kxv$. ∎

In a test the mean paired fraction from the full sum over $P$ was 0.6419, against 0.6417 from mass action.

## Lemma 2: pair diffusivity

**A bound pair diffuses with $D_p=\dfrac{s^2}{6}\dfrac{w_1w_2}{w_1+w_2}$.**

*Proof.* Let $\mathbf n$ be the vector from dopant to vacancy, with $|\mathbf n|=s$. An exchange moves the dopant by $\mathbf n$ and leaves the vacancy at $-\mathbf n$ relative to it.

For $\mathbf n\propto(1,1,0)$ the four rotation targets are proportional to $(1,0,\pm1)$ and $(0,1,\pm1)$. Their sum is $2\mathbf n$. Rotations therefore change the mean of $\mathbf n$ at the rate $w_1(2\mathbf n-4\mathbf n)=-2w_1\mathbf n$, and exchanges change it at the rate $w_2(-\mathbf n-\mathbf n)=-2w_2\mathbf n$. By symmetry this holds for all 12 orientations, so

$$\frac{d\langle\mathbf n\rangle}{dt}=-2(w_1+w_2)\langle\mathbf n\rangle .$$

After a dopant jump $\mathbf n$ the mean orientation starts at $-\mathbf n$. The expected sum of all later dopant jumps is

$$w_2\int_0^\infty(-\mathbf n)\,e^{-2(w_1+w_2)t}\,dt=-\frac{w_2}{2(w_1+w_2)}\,\mathbf n .$$

Jumps occur at rate $w_2$. Each adds $s^2$ to the mean square displacement, plus twice its scalar product with the later jumps:

$$6D_p=w_2s^2\left[1-\frac{w_2}{w_1+w_2}\right]=s^2\,\frac{w_1w_2}{w_1+w_2}.$$

Cubic symmetry makes the diffusivity isotropic. ∎

The correlation factor is $w_1/(w_1+w_2)$. If the vacancy cannot rotate, the dopant only hops back and forth between two sites and $D_p=0$. The long-wavelength decay rate of the 12-orientation master equation agreed with this formula in two directions and for two ratios $w_1/w_2$.

## Lemma 3: the diffusion potential

**A uniform electric field gives a bound neutral pair no drift.**

*Proof.* With the dopant at $\mathbf r$ and the vacancy at $\mathbf r+\mathbf n$, the energy in a field $\boldsymbol{\mathcal E}$ is

$$U=-\boldsymbol{\mathcal E}\cdot\mathbf r+\boldsymbol{\mathcal E}\cdot(\mathbf r+\mathbf n)=\boldsymbol{\mathcal E}\cdot\mathbf n .$$

It depends on orientation but not on position. The stationary orientation distribution is thus $\pi(\mathbf n)\propto e^{-\boldsymbol{\mathcal E}\cdot\mathbf n/\theta}$, and detailed balance gives $\pi(\mathbf n)\,w_2(\mathbf n\to-\mathbf n)=\pi(-\mathbf n)\,w_2(-\mathbf n\to\mathbf n)$. The first process moves the dopant by $\mathbf n$, the second by $-\mathbf n$. Their contributions to the drift cancel. ∎

In a test with a strong field the computed drift vanished to rounding. With the dopant charge raised to $+2$, so that the pair carried unit charge, the drift in a weak field agreed with the Einstein relation.

**Remark.** The diffusion potential itself need not be zero. Let $R$ be the net rate of association. Free dopant is immobile, so $\partial_tx=-R$, while free vacancies obey $\partial_tv=-\nabla\cdot\mathbf J_v-R$. Neutrality, $v=x$, then requires $\nabla\cdot\mathbf J_v=0$. In one dimension without electric current this means $J_v=0$. For charge $-1$ and electric potential $\phi$,

$$J_v=-D_v\left(\nabla v-\frac{v}{\theta}\nabla\phi\right)=0\quad\Rightarrow\quad\nabla\phi=\theta\,\nabla\ln v ,$$

where $D_v$ is the diffusivity of free vacancies. A potential follows the vacancy profile, but by Lemma 3 the uniform part of its field does not drive pairs. Two effects are dropped by (A5). One is the force of a field gradient on the pair dipole. With $\mathcal E$ taken at the midpoint of the pair, the average over orientations lowers the pair free energy by $s^2\mathcal E^2/(6\theta)$ to leading order. With $\mathcal E\sim\theta/L$ for a profile of length $L$, this is of order $\theta s^2/(6L^2)$, which is negligible for $L\gg s$. The other is the action of the field during dissociated steps, which this estimate does not cover and which (A4) takes to be rare.

## Proof of the theorem

Pairs diffuse and are formed at the net rate $R$:

$$\partial_tp=\nabla\cdot(D_p\nabla p)+R,\qquad \partial_tx=-R .$$

Adding the two removes $R$ and gives $\partial_tc=\nabla\cdot(D_p\nabla p)$. Under local equilibrium $p$ is a function of $c$ alone, so $\nabla p=(dp/dc)\nabla c$ and

$$D(c)=D_p\,\frac{dp}{dc}.$$

By Lemma 1 with $v=x$, $p=Kx^2$ and $Kx^2+x=c$. The positive root is

$$x=\frac{\sqrt{1+4Kc}-1}{2K},\qquad\text{so}\qquad 1+2Kx=\sqrt{1+4Kc}.$$

Differentiating $Kx^2+x=c$ gives $dx/dc=1/(1+2Kx)$. Since $p=c-x$,

$$\frac{dp}{dc}=1-\frac{1}{1+2Kx}=1-\frac{1}{\sqrt{1+4Kc}} .$$

This is the stated law, and it increases with $c$. For $Kc\ll1$, $(1+4Kc)^{-1/2}\approx1-2Kc$ gives $D\approx2KcD_p$. For $Kc\gg1$, $(1+4Kc)^{-1/2}\approx1/(2\sqrt{Kc})$ gives the deficit. ∎

**Meaning of saturation.** When $Kc\gg1$, almost every added dopant finds a vacancy and becomes mobile. The diffusivity is then that of the pair, and more dopant cannot raise it. Half of $D_p$ is reached when $1+4Kc=4$, at $c=3/(4K)$. Ninety percent is reached when $1+4Kc=100$, at $c=99/(4K)$. The approach is slow because the free fraction falls only as $1/\sqrt{Kc}$.

**When local equilibrium fails.** Let $k_d$ be the dissociation rate of a pair and $t$ the diffusion time. Free dopant forms only by dissociation, at the rate $k_dp$, so it reaches its equilibrium value $x$ in a time of order $x/(k_dp)$. The reduction to one equation needs $k_dt\,p/x=k_dt\,Kx$ to be large over the main part of the profile. At weak association, where $Kx\approx p/c\ll1$, this is stricter than $k_dt\gg1$. At strong association, where $Kx\approx\sqrt{Kc}\gg1$, it is weaker. The coupled equations for $x$ and $p$ were compared with nonlinear diffusion using $D(c)$. The surface concentration was set to $Kc=25$. For $k_dt=10^4$ the largest difference between the profiles of $c$ was below 0.1% of the surface concentration. For $k_dt=10^{-2}$, where $k_dt\,Kx=0.045$ at the surface, it was 17%. This difference lies at the surface and is the free dopant that has not yet formed, whose equilibrium share there is $x/c=18\%$.

## Corollary 1: paired fraction and tracer diffusion

Let $\beta=p/c$ be the paired fraction. From $p=Kx^2$,

$$\beta=\frac{Kx}{1+Kx},\qquad \frac{2\beta}{1+\beta}=\frac{2Kx}{1+2Kx}=\frac{D}{D_p}.$$

Now let a labelled part $c^*$ of the dopant vary in space while the total $c$ is uniform. Then $v$ is uniform too, and the labelled pairs are $p^*=Kx^*v$ with $x^*(1+Kv)=c^*$. Hence $p^*=\beta c^*$, and the tracer diffusivity is

$$D^*=\beta D_p,\qquad \frac{D}{D^*}=\frac{2}{1+\beta}.$$

The ratio falls from 2 at weak association to 1 at saturation. The factor 2 arises because a gradient of total dopant brings a gradient of compensating vacancies with it, and $p$ is proportional to the product of the two.

## Corollary 2: activation energy

Let $w_1$ and $w_2$ have barriers $E_1$ and $E_2$ and constant prefactors, and let $B$ be independent of temperature. Define $E=-\partial\ln D/\partial(1/\theta)$ at fixed $c$. Since $D_p\propto(1/w_1+1/w_2)^{-1}$, its own activation energy is

$$E_p=\frac{E_1/w_1+E_2/w_2}{1/w_1+1/w_2}=\frac{w_2E_1+w_1E_2}{w_1+w_2}.$$

With $r=\sqrt{1+4Kc}$, the other factor of $D$ is $1-1/r$. Here

$$\frac{\partial\ln K}{\partial(1/\theta)}=B,\qquad \frac{dr}{d\ln K}=\frac{r^2-1}{2r},\qquad \frac{d\ln(1-1/r)}{dr}=\frac{1}{r(r-1)} .$$

The product of the three is $B(r+1)/(2r^2)$, so

$$E=E_p-B\,\frac{r+1}{2r^2}.$$

At weak association ($r\to1$) this is $E_p-B$, because heating breaks up pairs, which counteracts the faster jumping. At saturation it is $E_p$.

## Corollary 3: intrinsic vacancies

Replace (A3) by Schottky equilibrium with free anion vacancies of fraction $u$ and charge $+1$: $vu=K_S$ and $v=x+u$. Then $x=v-K_S/v$ and $p=Kxv=K(v^2-K_S)$, so

$$\frac{dx}{dv}=1+\frac{K_S}{v^2},\qquad \frac{dp}{dv}=2Kv,$$

$$\frac{D}{D_p}=\frac{dp/dv}{dx/dv+dp/dv}=\frac{2Kv^3}{v^2+K_S+2Kv^3}.$$

As $c\to0$, $v\to\sqrt{K_S}$ and

$$\frac{D}{D_p}\to\frac{K\sqrt{K_S}}{1+K\sqrt{K_S}} .$$

The vanishing of $D$ at $c=0$ in the theorem is thus a consequence of (A3).

## Corollary 4: screening between free defects

Linear Debye–Hückel theory estimates the error of ideal mass action. Let $\varepsilon$ be the relative permittivity, $R_0$ the closest distance of unpaired charges, $\Omega=s^3/\sqrt2$ the volume per cation site and $l=1/(\varepsilon\theta)$. Free charges of both signs have total density $2x/\Omega$, so $\kappa^2=8\pi lx/\Omega$.

Around a unit charge the potential beyond $R_0$ is $e^{-\kappa(r'-R_0)}/[\varepsilon r'(1+\kappa R_0)]$ at distance $r'$. Its value at $R_0$ minus the bare $1/(\varepsilon R_0)$ is the potential of the surrounding atmosphere at the charge, $-\kappa/[\varepsilon(1+\kappa R_0)]$. Charging the defect from 0 to 1 gives half of this as its excess free energy. Two free defects are consumed per pair, so

$$p=K\Gamma x^2,\qquad \Gamma=\exp\left[-\frac{l\kappa}{1+\kappa R_0}\right].$$

Because $\kappa\propto\sqrt x$, $d\ln\Gamma/d\ln x=-l\kappa/[2(1+\kappa R_0)^2]$. Therefore

$$g\equiv\frac{dp}{dx}=K\Gamma x\left[2-\frac{l\kappa}{2(1+\kappa R_0)^2}\right],\qquad \frac{D}{D_p}=\frac{g}{1+g}.$$

## Worked example

The parameters are round model values: $T=700$ K ($\theta=0.0603$ eV), $s=4$ Å, $B=0.60$ eV, $E_1=0.60$ eV, $E_2=0.75$ eV, attempt rate $5\times10^{12}$ s⁻¹, Schottky free energy 2.20 eV and $\varepsilon=10$.

The association constant is $K=12\,e^{0.60/0.06032}=2.51\times10^5$. The jump rates are $w_1=2.39\times10^8$ s⁻¹ and $w_2=1.99\times10^7$ s⁻¹, with correlation factor 0.923. Hence

$$D_p=\tfrac{16}{6}\times1.99\times10^7\times0.923=4.90\times10^7\ \text{Å}^2/\text{s},$$

or $4.90\times10^{-9}$ cm²/s. Exchange is the slower step, so $E_p=0.738$ eV lies close to $E_2$.

At $c=10^{-4}$, $Kc=25.1$ and $r=\sqrt{101.2}=10.06$. Then $D/D_p=1-1/10.06=0.901$, and $D=4.42\times10^7$ Å²/s, or $4.42\times10^{-9}$ cm²/s. The leading-order deficit $1/(2\sqrt{25.1})=0.100$ is close to the full 0.099.

| $c$ | $\beta$, ideal | $D/D_p$, ideal | $D/D_p$, screened | $E$, ideal (eV) |
|---|---|---|---|---|
| $10^{-7}$ | 0.024 | 0.047 | 0.045 | 0.180 |
| $10^{-6}$ | 0.172 | 0.293 | 0.276 | 0.377 |
| $10^{-5}$ | 0.537 | 0.699 | 0.663 | 0.621 |
| $10^{-4}$ | 0.819 | 0.901 | 0.871 | 0.706 |
| $10^{-3}$ | 0.939 | 0.968 | 0.949 | 0.729 |

In the ideal law, half saturation lies at $c=3.0\times10^{-6}$ and 90% at $9.9\times10^{-5}$. The screening estimate moves the latter to about $1.8\times10^{-4}$. From the first row to the last, the ideal activation energy, taken at fixed $c$, rises by more than 0.5 eV, although no barrier changes.

Small $c$ alone does not guarantee (A1). The table assumes that clusters larger than pairs are absent, and $B$ does not determine whether they are. A compact cluster of two dopants and two vacancies has up to four dopant–vacancy contacts. There are 66 such four-contact configurations per site. If each contact were bound by the full $B$ and like charges did not repel, these clusters would hold 57% of the dopant already at $c=10^{-6}$, and the law would fail there. Repulsion between like charges moves this limit to larger $c$, but not necessarily beyond the table. With Coulomb repulsion at $\varepsilon=10$ the clusters still hold 6% of the dopant at $c=10^{-5}$, 45% at $10^{-4}$ and 80% at $10^{-3}$. If they are immobile, $D/D_p$ is then 0.59, 0.30 and 0.10, and saturation is not reached. With a stronger repulsion $Bs/d$ at distance $d$ they hold only 0.4% at $10^{-4}$ and 4% at $10^{-3}$. For a real material the binding energies of clusters must therefore be checked before the table is used.

Intrinsic vacancies, with $\sqrt{K_S}=1.2\times10^{-8}$, set a floor $D/D_p=0.0030$ as $c\to0$. At the listed concentrations they leave the ideal ratio unchanged to the digits shown.

Screening lowers $D$ by 2 to 6% of its ideal value, most at $c=10^{-6}$ among the listed points. At $c=10^{-4}$ it multiplies $K$ by 0.69, yet $D$ falls by only 3%. Near saturation $D$ depends weakly on $K$: the smaller $K$ alone lowers $D$ by 2.2%, and the variation of $\Gamma$ with $x$ accounts for the rest. These corrections are estimates, not bounds. With $l=23.9$ Å and $R_0=5.66$ Å, the bare attraction at closest approach is $l/R_0=4.2$ in units of $\theta$, too large for a linear theory to be reliable there.

The numerical output lists these values with further digits.

## Computed results

```
Temperature: 700 K; kT: 0.06032 eV
Neighbour distance s: 4.00 angstrom
Binding free energy B: 0.60 eV
Rotation and exchange barriers: 0.60, 0.75 eV
Attempt rate: 5.0e+12 1/s
Schottky free energy: 2.20 eV
Relative permittivity: 10.0
Association constant K: 2.5061e+05 (dimensionless)
Intrinsic vacancy fraction sqrt(Ks): 1.203e-08
Rotation rate w1: 2.3942e+08 1/s
Exchange rate w2: 1.9916e+07 1/s
Correlation factor w1/(w1+w2): 0.9232
Pair diffusivity Dp: 4.9031e+07 angstrom^2/s
Pair diffusivity Dp, converted: 4.9031e-09 cm^2/s
Pair activation energy: 0.7385 eV
Half-saturation site fraction: 2.993e-06
90 percent saturation site fraction: 9.876e-05
Intrinsic floor of D/Dp as c->0: 3.006e-03
Coulomb length l: 23.87 angstrom
Closest unpaired distance R: 5.657 angstrom
Columns: c, Kc, paired fraction, ideal D/Dp (site fractions, ratios)
  1e-07  0.0251  0.0239  0.0466
  1e-06  0.2506  0.1719  0.2933
  1e-05  2.5061  0.5371  0.6988
  1e-04  25.0606  0.8192  0.9006
  1e-03  250.6058  0.9388  0.9684
Columns: c, D/Dp with intrinsic vacancies, D/Dp screened, E (eV)
  1e-07  0.0466  0.0452  0.1798
  1e-06  0.2933  0.2758  0.3767
  1e-05  0.6988  0.6627  0.6209
  1e-04  0.9006  0.8714  0.7057
  1e-03  0.9684  0.9490  0.7287
Free dopant fraction at c=1e-4: 1.8080e-05
D at c=1e-4: 4.4158e+07 angstrom^2/s
D at c=1e-4, converted: 4.4158e-09 cm^2/s
Screening length at c=1e-4: 59.5 angstrom
Screening factor on K at c=1e-4: 0.6934
Paired fraction, count and law: 0.64194, 0.64174
Neutral-pair drift in strong field: below 1e-12: True
Charged-pair drift / Einstein value: 0.999999
Profile deviation, fast association: 0.00004 of surface c
Profile deviation, slow association: 0.17073 of surface c
```
